# Hafnium to zirconium: reduced mass of the fluorite infrared mode: test program

```python
# Result under test: in cubic fluorite MO2 the transverse infrared mode has
#   omega = sqrt(K/mu),  1/mu = 1/M + 1/(2 m),
# so exchanging Hf for Zr at fixed K raises omega by about 7 percent.
# M: metal mass, m: oxygen mass, K: force constant per formula unit at zero
# macroscopic field, Z: metal effective charge in e (each oxygen has -Z/2),
# eps_inf: electronic permittivity, V: volume of the primitive cell.
# K = K_short - K_coulomb, the second term being the local-field part.
import itertools
import numpy as np
from scipy import constants as sc

u = sc.atomic_mass
m_O, m_Hf, m_Zr = 15.999 * u, 178.49 * u, 91.224 * u

# Rough inputs in the regime of cubic hafnia
wavenumber_Hf = 280.0      # cm^-1
a = 0.51e-9                # m
Z = 5.8
eps_inf = 5.4
V = a**3 / 4
to_omega = 2 * np.pi * sc.c * 100   # cm^-1 to rad/s


def reduced_mass(metal):
    return 1 / (1 / metal + 1 / (2 * m_O))


mu_Hf, mu_Zr = reduced_mass(m_Hf), reduced_mass(m_Zr)
ratio = np.sqrt(mu_Hf / mu_Zr)
K = mu_Hf * (wavenumber_Hf * to_omega)**2
coulomb_unit = (Z * sc.e)**2 / (sc.epsilon_0 * V)
K_coulomb = coulomb_unit / (eps_inf + 2)
K_short = K + K_coulomb

# Local-field term from a linear solution for polarization and local field
chi_ion = 3 * (eps_inf - 1) / (eps_inf + 2)
response = np.array([[1, -chi_ion], [-1 / 3, 1]])
p_external, _ = np.linalg.solve(response, [0, 1])
assert abs(1 + p_external - eps_inf) < 1e-10
gain, field = np.linalg.solve(response, [1, 0])
assert abs(coulomb_unit * field / gain**2 / K_coulomb - 1) < 1e-10

# Fluorite geometry, in units of the lattice constant
sites = np.array([[0, 0, 0], [.25, .25, .25], [-.25, -.25, -.25]])
primitive = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cells = np.array(list(itertools.product(range(-4, 5), repeat=3))) @ primitive

# Springs: metal-oxygen (stretch and transverse) and oxygen-oxygen (stretch)
transverse_part = 0.05
k_MO = 3 * K_short / (8 * (1 + 2 * transverse_part))
k_OO = 15.0                # N/m


def spring_matrix(scale_MO=1.0):
    phi = np.zeros((3, 3, 3, 3))   # atom, direction, atom, direction
    for i in range(3):
        for j in range(3):
            for r in cells + sites[j] - sites[i]:
                d = np.linalg.norm(r)
                if (i == 0) != (j == 0) and abs(d - np.sqrt(3) / 4) < 1e-6:
                    nn = np.outer(r, r) / d**2
                    k = scale_MO * k_MO * (
                        nn + transverse_part * (np.eye(3) - nn))
                elif i > 0 and j > 0 and abs(d - 0.5) < 1e-6:
                    k = k_OO * np.outer(r, r) / d**2
                else:
                    continue
                phi[i, :, i, :] += k
                phi[i, :, j, :] -= k
    return phi.reshape(9, 9)


# Dipoles inside a sphere give no field at any site: the Lorentz field remains
for i in range(3):
    for j in range(3):
        r = cells + sites[j] - sites[i]
        d = np.linalg.norm(r, axis=1)
        keep = (d > 1e-6) & (d < 1.47)
        r, d = r[keep], d[keep]
        dipole_sum = (3 * np.einsum('na,nb->ab', r / d[:, None]**5, r)
                      - np.eye(3) * np.sum(d**-3))
        assert np.max(np.abs(dipole_sum)) < 1e-9

charges = np.array([1, -.5, -.5])
charge_pairs = np.outer(charges, charges)
springs = spring_matrix()


def crystal_modes(metal, spring_forces, longitudinal=False):
    """Infrared and Raman wavenumbers, metal kinetic share, displacements."""
    phi = spring_forces - K_coulomb * np.kron(charge_pairs, np.eye(3))
    if longitudinal:               # wave vector along x
        phi = phi + coulomb_unit / eps_inf * np.kron(
            charge_pairs, np.diag([1, 0, 0]))
    root_mass = np.repeat(np.sqrt([metal, m_O, m_O]), 3)
    values, vectors = np.linalg.eigh(phi / np.outer(root_mass, root_mass))
    moves = vectors / root_mass[:, None]
    dipole_x = np.abs(charges @ moves[[0, 3, 6], :])
    ir = np.argmax(dipole_x)
    metal_share = np.sum(vectors[:3]**2, axis=0)
    raman = np.where(metal_share < 1e-8)[0]
    assert len(raman) == 3
    return (np.sqrt(values[ir]) / to_omega,
            np.sqrt(values[raman].mean()) / to_omega,
            metal_share[ir], moves[:, ir].reshape(3, 3))


results = {}
for name, metal in (('Hf', m_Hf), ('Zr', m_Zr)):
    to, raman, share, move = crystal_modes(metal, springs)
    lo = crystal_modes(metal, springs, True)[0]
    formula_to = np.sqrt(K / reduced_mass(metal)) / to_omega
    formula_lo = np.sqrt((K + coulomb_unit / eps_inf)
                         / reduced_mass(metal)) / to_omega
    assert abs(to / formula_to - 1) < 1e-8
    assert abs(lo / formula_lo - 1) < 1e-8
    assert abs(share - 2 * m_O / (metal + 2 * m_O)) < 1e-8
    size = np.max(np.abs(move))
    assert np.allclose(move[1], move[2], atol=1e-7 * size)
    assert np.allclose(metal * move[0], -2 * m_O * move[1],
                       atol=1e-7 * metal * size)
    results[name] = (to, lo, raman, share)

TO_Hf, LO_Hf, raman_Hf, share_Hf = results['Hf']
TO_Zr, LO_Zr, raman_Zr, share_Zr = results['Zr']
assert abs(TO_Zr / TO_Hf - ratio) < 1e-8
assert abs(LO_Zr / LO_Hf - ratio) < 1e-8
assert abs(raman_Zr / raman_Hf - 1) < 1e-8
assert 0.065 < TO_Zr / TO_Hf - 1 < 0.075

# Static permittivity: direct ionic response against the two mode frequencies
eps_static = eps_inf + coulomb_unit / K
for to, lo in ((TO_Hf, LO_Hf), (TO_Zr, LO_Zr)):
    assert abs(eps_inf * (lo / to)**2 / eps_static - 1) < 1e-8

# Softening that cancels the mass shift
drop_K = 1 - mu_Zr / mu_Hf
drop_short = drop_K * K / K_short
softened = crystal_modes(m_Zr, spring_matrix(1 - drop_short))[0]
assert abs(softened / TO_Hf - 1) < 1e-8

# Bounds for any stable harmonic crystal: four metals and eight oxygens
upper = np.sqrt(m_Hf / m_Zr)
rng = np.random.default_rng(4)
remove_shift = np.kron(np.eye(12) - np.ones((12, 12)) / 12, np.eye(3))
for trial in range(30):
    b = rng.normal(size=(36, 36)) @ remove_shift
    spectra = []
    for metal in (m_Hf, m_Zr):
        w = np.repeat([metal / u] * 4 + [m_O / u] * 8, 3)**-0.5
        spectra.append(np.linalg.eigvalsh(w[:, None] * (b.T @ b) * w)[3:])
    rise = np.sqrt(spectra[1] / spectra[0])
    assert np.all(rise > 1 - 1e-7) and np.all(rise < upper + 1e-7)

# Sizes of neglected effects, from rough inputs
gruneisen = 3.0
cell_excess = 0.005        # relative excess of the zirconia lattice constant
expansion = 1e-5           # linear, 1/K
T_ref, T_use, T_cubic = 300.0, 358.0, 2900.0
bias = 2.0                 # MV/cm
wall_length = 0.03e-9      # decay length of the repulsion, m


def volume_shift(strain):
    return (1 + strain)**(-3 * gruneisen) - 1


shift_cell = volume_shift(cell_excess)
shift_use = volume_shift(expansion * (T_use - T_ref))
shift_cubic = volume_shift(expansion * (T_cubic - T_ref))
displacement = Z * sc.e * bias * 1e8 / K
K_biased = K_short * np.cosh(displacement / wall_length) - K_coulomb
shift_bias = np.sqrt(K_biased / K) - 1

one_oxygen = np.sqrt((1 / m_Zr + 1 / m_O) / (1 / m_Hf + 1 / m_O))
THz = sc.c * 100 / 1e12

print(f"mass of O: {m_O/u:.3f} u")
print(f"mass of Hf: {m_Hf/u:.2f} u")
print(f"mass of Zr: {m_Zr/u:.3f} u")
print(f"mass of two O: {2*m_O/u:.3f} u")
print(f"reduced mass, Hf: {mu_Hf/u:.3f} u")
print(f"reduced mass, Zr: {mu_Zr/u:.3f} u")
print(f"reduced-mass ratio Hf/Zr: {mu_Hf/mu_Zr:.4f}")
print(f"frequency ratio Zr/Hf, formula: {ratio:.4f}")
print(f"frequency ratio Zr/Hf, 9x9 matrix: {TO_Zr/TO_Hf:.4f}")
print(f"rise of transverse frequency: {100*(ratio-1):.2f} percent")
print(f"trap, metal mass alone: {100*(upper-1):.1f} percent")
print(f"trap, one oxygen only: {100*(one_oxygen-1):.1f} percent")
print(f"metal share of kinetic energy, Hf: {100*share_Hf:.1f} percent")
print(f"metal share of kinetic energy, Zr: {100*share_Zr:.1f} percent")
print(f"input lattice constant (rough): {a*1e9:.2f} nm")
print(f"input metal effective charge (rough): {Z:.1f} e")
print(f"input electronic permittivity (rough): {eps_inf:.1f}")
print(f"input transverse wavenumber, Hf (rough): {wavenumber_Hf:.0f} cm^-1")
print(f"primitive cell volume: {V*1e27:.5f} nm^3")
print(f"force constant K: {K:.1f} N/m")
print(f"transverse wavenumber, Zr, same K: {TO_Zr:.1f} cm^-1")
print(f"transverse frequency, Hf: {TO_Hf*THz:.2f} THz")
print(f"transverse frequency, Zr: {TO_Zr*THz:.2f} THz")
print(f"longitudinal wavenumber, Hf: {LO_Hf:.1f} cm^-1")
print(f"longitudinal wavenumber, Zr: {LO_Zr:.1f} cm^-1")
print(f"input O-O spring of test crystal: {k_OO:.1f} N/m")
print(f"input transverse/stretch M-O spring: {transverse_part:.2f}")
print(f"Raman wavenumber of test crystal, Hf: {raman_Hf:.1f} cm^-1")
print(f"Raman wavenumber of test crystal, Zr: {raman_Zr:.1f} cm^-1")
print(f"static permittivity, both: {eps_static:.1f}")
print(f"short-range part K_s: {K_short:.1f} N/m")
print(f"local-field part K_C: {K_coulomb:.1f} N/m")
print(f"drop of K that cancels the rise: {100*drop_K:.1f} percent")
print(f"drop of K_s that cancels the rise: {100*drop_short:.1f} percent")
print(f"input Grueneisen parameter (rough): {gruneisen:.1f}")
print(f"input lattice excess of zirconia (rough): {100*cell_excess:.1f} percent")
print(f"shift from larger cell: {100*shift_cell:.1f} percent")
print(f"input linear expansion (rough): {expansion:.0e} 1/K")
print(f"reference temperature: {T_ref:.0f} K")
print(f"expansion shift at {T_use:.0f} K: {100*shift_use:.1f} percent")
print(f"expansion shift at {T_cubic:.0f} K: {100*shift_cubic:.0f} percent")
print(f"input bias field: {bias:.1f} MV/cm")
print(f"input repulsion decay length (rough): {wall_length*1e9:.2f} nm")
print(f"relative ionic displacement at bias: {displacement*1e9:.5f} nm")
print(f"metal-oxygen bond length: {np.sqrt(3)/4*a*1e9:.3f} nm")
print(f"hardening at bias (rough estimate): {100*shift_bias:.2f} percent")
print(f"upper bound of rise, any harmonic mode: {100*(upper-1):.1f} percent")
print("all tests passed")
```

Running it gives:

```
mass of O: 15.999 u
mass of Hf: 178.49 u
mass of Zr: 91.224 u
mass of two O: 31.998 u
reduced mass, Hf: 27.134 u
reduced mass, Zr: 23.689 u
reduced-mass ratio Hf/Zr: 1.1454
frequency ratio Zr/Hf, formula: 1.0702
frequency ratio Zr/Hf, 9x9 matrix: 1.0702
rise of transverse frequency: 7.02 percent
trap, metal mass alone: 39.9 percent
trap, one oxygen only: 3.9 percent
metal share of kinetic energy, Hf: 15.2 percent
metal share of kinetic energy, Zr: 26.0 percent
input lattice constant (rough): 0.51 nm
input metal effective charge (rough): 5.8 e
input electronic permittivity (rough): 5.4
input transverse wavenumber, Hf (rough): 280 cm^-1
primitive cell volume: 0.03316 nm^3
force constant K: 125.3 N/m
transverse wavenumber, Zr, same K: 299.7 cm^-1
transverse frequency, Hf: 8.39 THz
transverse frequency, Zr: 8.98 THz
longitudinal wavenumber, Hf: 647.4 cm^-1
longitudinal wavenumber, Zr: 692.8 cm^-1
input O-O spring of test crystal: 15.0 N/m
input transverse/stretch M-O spring: 0.05
Raman wavenumber of test crystal, Hf: 583.9 cm^-1
Raman wavenumber of test crystal, Zr: 583.9 cm^-1
static permittivity, both: 28.9
short-range part K_s: 522.8 N/m
local-field part K_C: 397.4 N/m
drop of K that cancels the rise: 12.7 percent
drop of K_s that cancels the rise: 3.0 percent
input Grueneisen parameter (rough): 3.0
input lattice excess of zirconia (rough): 0.5 percent
shift from larger cell: -4.4 percent
input linear expansion (rough): 1e-05 1/K
reference temperature: 300 K
expansion shift at 358 K: -0.5 percent
expansion shift at 2900 K: -21 percent
input bias field: 2.0 MV/cm
input repulsion decay length (rough): 0.03 nm
relative ionic displacement at bias: 0.00148 nm
metal-oxygen bond length: 0.221 nm
hardening at bias (rough estimate): 0.25 percent
upper bound of rise, any harmonic mode: 39.9 percent
all tests passed
```
